# Concentration-Dependent Dopant Diffusivity from One Profile: the Boltzmann–Matano Method

**Q.** You have a silicon wafer with a heavily doped layer on lightly doped material. You anneal it once, measure one depth profile, and claim to read off a whole function $D(c)$. How can one curve contain that much?

**A.** A profile is itself a function, so the count is not hopeless. What is needed is a reason why position and time enter through a single combination. I assume the following.

- The dopant concentration $c(x,t)$ obeys
$$\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left(D(c)\frac{\partial c}{\partial x}\right),\tag{1}$$
where $D$ is smooth, lies between two positive constants, and depends on $x$ and $t$ through $c$ alone.
- The start is a sharp step: $c=c_L$ for $x<0$ and $c=c_R<c_L$ for $x>0$.
- Both sides are thick enough to count as infinite, and the crystal does not change volume.

An implanted peak does not meet the second condition, because its depth and width are lengths present at the start. A doped epitaxial layer with an abrupt lower edge does.

**Q.** What does the absence of a length buy you?

**A.** Take a solution $c$ and any number $a>0$, and define $u(x,t)=c(ax,a^2t)$. One time derivative gives a factor $a^2$, and so do two space derivatives:
$$u_t=a^2c_t,\qquad (D(u)u_x)_x=a^2(D(c)c_x)_x .$$
So $u$ also solves (1). The step at $x=0$ is unchanged by stretching $x$, so $u$ has the same initial data as $c$. If the solution is unique, $c(ax,a^2t)=c(x,t)$ for every $a$. Choosing $a=1/\sqrt t$ gives
$$c(x,t)=c(x/\sqrt t,\,1)\equiv f(\lambda),\qquad \lambda=\frac{x}{\sqrt t}.\tag{2}$$

**Q.** "If the solution is unique" carries the whole argument, and the equation is nonlinear.

**A.** Then let us prove it, for solutions whose differences and their gradients vanish fast enough at large $|x|$. Let $u$ and $v$ be two of them with the same initial data. Define $\Phi$ by $\Phi'(c)=D(c)$, so that $D(c)c_x=\Phi(c)_x$. With $w=u-v$ and $g=\Phi(u)-\Phi(v)$, subtracting the two equations gives $w_t=g_{xx}$.

Multiply by $\psi(x,t)=\int_t^T g(x,s)\,ds$ and integrate over all $x$ and over $0<t<T$. On the left, integrate by parts in time. The end terms vanish because $w=0$ at $t=0$ and $\psi=0$ at $t=T$. Since $\psi_t=-g$,
$$\iint w_t\psi\,dx\,dt=-\iint w\psi_t\,dx\,dt=\iint wg\,dx\,dt .$$
On the right, integrate by parts in $x$ and write $G=\psi_x=\int_t^Tg_x\,ds$, for which $G_t=-g_x$:
$$\iint g_{xx}\psi\,dx\,dt=-\iint g_xG\,dx\,dt=\iint G_tG\,dx\,dt=-\frac12\int G(x,0)^2dx\le 0 .$$
The last equality uses $G(x,T)=0$. But $\Phi$ increases with $c$, so $w$ and $g$ have the same sign and $wg\ge0$. An integral of a non-negative quantity that is not positive must be zero. Hence $w=0$ and the solutions coincide.

**Q.** Fine. What equation does $f$ satisfy?

**A.** From $\lambda=xt^{-1/2}$ we have $\lambda_t=-\lambda/(2t)$ and $\lambda_x=1/\sqrt t$. Therefore
$$c_t=-\frac{\lambda}{2t}f',\qquad (Dc_x)_x=\frac1t(Df')' ,$$
and after multiplication by $t$,
$$-\frac{\lambda}{2}f'=(Df')'.\tag{3}$$
The prime means $d/d\lambda$. Time has dropped out.

**Q.** You will want to use $c$ as the independent variable. That needs a monotone profile.

**A.** Equation (3) supplies it. Put $q=Df'$. Then $q'=-\lambda q/(2D)$, a linear first-order equation along the profile, with solution
$$q(\lambda)=q(0)\exp\left(-\int_0^\lambda\frac{s}{2D(f(s))}\,ds\right).$$
The exponential is positive, so $q$ has one sign. That sign is negative, since $f$ must fall from $c_L$ to $c_R$. With $D\le D_{\max}$ the integral is at least $\lambda^2/(4D_{\max})$, so $q$ vanishes at both ends at least as fast as a Gaussian. The profile can be inverted, and no flux term survives at infinity.

**Q.** Now get $D$.

**A.** Integrate (3) from the point $\lambda^*$, where $c=c^*$, to $+\infty$, where $c=c_R$ and $Df'=0$:
$$-\frac12\int_{\lambda^*}^{\infty}\lambda f'\,d\lambda=0-(Df')_{c^*}.$$
With $f'd\lambda=dc$, the integral on the left runs from $c^*$ to $c_R$. Reversing its limits changes its sign, so
$$(Df')_{c^*}=-\frac12\int_{c_R}^{c^*}\lambda\,dc.\tag{4}$$
Divide by $f'=dc/d\lambda$ and return to $x$ at the fixed anneal time. Both $\lambda$ and $d\lambda/dc$ contribute a factor $1/\sqrt t$:
$$D(c^*)=-\frac{1}{2t}\left.\frac{dx}{dc}\right|_{c^*}\int_{c_R}^{c^*}x\,dc.\tag{5}$$
The slope $dx/dc$ is negative and the integral is positive, so $D>0$. Physically, the integral divided by $2t$ is the flux now passing the point where $c=c^*$. Dividing a flux by the gradient that drives it gives a diffusivity.

**Q.** Show me that the factor 2 is right in a case I know.

**A.** For constant $D$ the solution is the complementary error function, with $f'=-A\,e^{-\lambda^2/4D}$ and $A=(c_L-c_R)/\sqrt{4\pi D}$. Then
$$\int_{c_R}^{c^*}\lambda\,dc=A\int_{\lambda^*}^{\infty}\lambda e^{-\lambda^2/4D}d\lambda=2DA\,e^{-\lambda^{*2}/4D}=-2Df'(\lambda^*),$$
which is (4). The formula returns the same $D$ at every concentration.

**Q.** Your $x$ is measured from the original interface. An instrument measures depth $z$ from the surface, and after the anneal nothing marks the old interface.

**A.** The profile marks it. Let $c^*\to c_L$ in (4). The left side vanishes, so $\int_{c_R}^{c_L}\lambda\,dc=0$. With $x=z-z_M$ this becomes
$$\int_{c_R}^{c_L}(z-z_M)\,dc=0\quad\Longrightarrow\quad z_M=\frac{1}{c_L-c_R}\int_{c_R}^{c_L}z\,dc.\tag{6}$$
This is the Matano plane. It expresses conservation: the dopant missing on the left of the plane equals the excess on its right. In (5), $x$ is replaced by $z-z_M$.

**Q.** And if I place that plane badly?

**A.** A plane set too deep by $\delta$ lowers the integral by $\delta(c^*-c_R)$. The relative error of $D$ is therefore $-\delta(c^*-c_R)/I$, where $I$ is the correct integral. Near $c_L$ the integral tends to zero while $c^*-c_R$ does not, so the error grows there.

One can avoid the plane altogether. Let $Y=(c-c_R)/(c_L-c_R)$, $\Delta=c_L-c_R$ and $X=z^*-z_M$. Integrating $I$ by parts from the right end gives
$$I=\Delta\left[XY^*+R\right],\qquad R=\int_{z^*}^{\infty}Y\,dz .$$
By (6), $I$ is also minus the integral from $c^*$ to $c_L$. Integrating that by parts from the left end gives
$$I=\Delta\left[-X(1-Y^*)+L\right],\qquad L=\int_{-\infty}^{z^*}(1-Y)\,dz .$$
Multiply the first form by $1-Y^*$, the second by $Y^*$, and add. The weights sum to one and the terms in $X$ cancel:
$$D(c^*)=\frac{(1-Y^*)R+Y^*L}{2t\,|dY/dz|_{z^*}}.\tag{7}$$
No origin appears. The plateaus $c_L$ and $c_R$ must still be known well.

**Q.** A dopant ion is charged and sits in a built-in electric field. Equation (1) contains no drift.

**A.** The drift can be absorbed if the material is locally neutral. Take a singly charged donor, electron density $n$, intrinsic density $n_i$, and non-degenerate statistics. The potential obeys $\phi=(kT/e)\ln(n/n_i)$ and the field is $-\phi_x$. With the Einstein relation for the ion mobility, $eD_d/kT$, the flux is
$$J=-D_d\left(c_x+c\,\frac{\partial\ln n}{\partial x}\right)=-D_d\left(1+c\,\frac{d\ln n}{dc}\right)c_x .$$
Neutrality, $n=c+n_i^2/n$, is a quadratic with positive root $n=(c+S)/2$, where $S=\sqrt{c^2+4n_i^2}$. Since $dS/dc=c/S$,
$$\frac{dn}{dc}=\frac12\left(1+\frac cS\right)=\frac nS,\qquad D(c)=D_d\left(1+\frac cS\right).\tag{8}$$
The field factor rises from 1 for $c\ll n_i$ to 2 for $c\gg n_i$. If the dopant moves with neutral and singly negative point defects in local equilibrium, a simple model is $D_d=D_0+D_-\,n/n_i$. All of this depends on $c$ alone, so (5) applies. What it returns is the effective diffusivity with the field included, not $D_d$.

**Q.** Then put numbers in.

**A.** I take rough parameters in the regime of arsenic in silicon at 1000 °C: $n_i=10^{19}$ cm⁻³, $D_0=0.15$ nm²/s and $D_-=0.10$ nm²/s. A 500 nm layer at $10^{20}$ cm⁻³ lies on material at $10^{18}$ cm⁻³ and is annealed for 1800 s. The "measured" profile is synthetic: equation (1) was solved numerically in $x$ and $t$, without the similarity variable, and sampled every 4 nm. The analysis received the samples, the plateaus and the time.

Equation (6) puts the Matano plane at 500.0 nm, where the interface was. At $c^*=0.5\times10^{20}$ cm⁻³ the depth is 513.4 nm, the slope is $-0.005708\times10^{20}$ cm⁻³/nm, and the integral is $26.52\times10^{20}$ cm⁻³ nm. The concentration unit cancels:
$$D=\frac{26.52}{2\times1800\times0.005708}\ \text{nm}^2/\text{s}=1.29\ \text{nm}^2/\text{s}.$$
The input law gives, in units of $10^{20}$ cm⁻³, $S=\sqrt{0.25+0.04}=0.5385$ and $n=0.5193$. Hence $D=(0.15+0.5193)(1+0.5/0.5385)=1.29$ nm²/s as well.

| $c$ ($10^{20}$ cm⁻³) | $D$ found (nm²/s) | $D$ input (nm²/s) |
|---|---|---|
| 0.05 | 0.346 | 0.346 |
| 0.20 | 0.668 | 0.668 |
| 0.50 | 1.291 | 1.291 |
| 0.95 | 2.197 | 2.197 |

The largest deviation at the six concentrations analysed is 0.04 % of the input value. From the lowest to the highest of them, $D$ rises from $3.5\times10^{-15}$ to $2.2\times10^{-14}$ cm²/s, a factor of 6.4.

**Q.** That is noise-free data made to obey your equation. Would the method warn me if the wafer did not obey it?

**A.** No. Consider, in scaled units with $c_L=1$ and $c_R=0$, the curve $c=1/(1+e^{\lambda})$. Here $\lambda=\ln[(1-c)/c]$ and $dc/d\lambda=-c(1-c)$. The function
$$H(c)=-c\ln c-(1-c)\ln(1-c)$$
has $H(0)=0$ and $dH/dc=\ln[(1-c)/c]=\lambda$, so it is the integral in (4). The method returns $D=H/[2c(1-c)]$. Equation (3) then holds: $Df'=-H/2$, and its derivative is $-\tfrac12\lambda f'$. This $D$ diverges at the two end values, which lie outside my assumption of bounded $D$, but everywhere between them it looks respectable. Had the same curve arisen by some other process, the answer would have been the same. A smooth profile that falls with non-zero slope at every point and approaches its plateaus fast enough for the integrals in (5) and (6) to converge yields a positive $D(c)$, whether or not diffusion of type (1) produced it.

**Q.** So how do I test the assumption?

**A.** With a second anneal time. Profiles at $t$ and $4t$ must coincide when the second is plotted against $x/2$. In the example, profiles at 450 s and 1800 s agree in this way to $4\times10^{15}$ cm⁻³. I then repeated the calculation with the initial step smeared by a Gaussian of standard deviation 10 nm, everything else held fixed. The mismatch rose to $1.3\times10^{18}$ cm⁻³. Yet the single profile at 1800 s still gave a smooth $D(c)$, too high by 2.0 to 2.4 %.

The size can be estimated. A smear of variance $\sigma^2$ resembles extra diffusion for a time $\sigma^2/(2D)$. With the mid-range $D=1.29$ nm²/s this is $100/2.58\approx39$ s, or 2.2 % of 1800 s.

A mismatch beyond the measurement error rules out (1) with a sharp start. That error must include the depth blur of the instrument, which is itself a length and spoils the agreement even when (1) holds. In a real furnace the ratio of 4 must also be a ratio of the effective times $\tau$ defined below: the ramps treated there add 79 s to each anneal, and soaks of 450 s and 1800 s then miss by $2.5\times10^{18}$ cm⁻³, more than the smeared start does. Agreement does not prove (1). A second mobile dopant, coupled to the first through the electric field and also starting from a step at the same plane, brings in no length and keeps the scaling. The $D(c)$ returned then depends on the second dopant's concentrations as well. A further check is a sample with different plateau values: if (1) holds, it must give the same $D(c)$ where the concentration ranges overlap.

**Q.** What does a real measurement do to the result?

**A.** The errors differ along the curve. All are relative to the input $D$.

- *Origin.* A plane 2 nm too deep lowers $D$ by 1.9 % at $c=0.05\times10^{20}$ cm⁻³ and by 22 % at $0.95\times10^{20}$ cm⁻³. The estimate above gives $2\times0.94/8.496=22\,\%$ for the latter.
- *Depth resolution.* A Gaussian blur of standard deviation 5 nm raises $D$ by 4.6 % at the low end and by 0.3 % at the high end.
- *Noise.* With 1 % random error on each point, known plateaus, and slopes from a quadratic fit over 40 nm, the median absolute error of $D$ is 2.6, 1.7 and 8.0 % at $c=0.2$, 0.5 and $0.9\times10^{20}$ cm⁻³. These figures include the systematic error of the fit itself, which cannot follow a slope that curves within the 40 nm window; at $c=0.2\times10^{20}$ cm⁻³ this is the larger part. Near the upper plateau the slope is small while the noise, proportional to $c$, is large.
- *Scales.* If all depths are multiplied by $1+\epsilon$, both $x$ and $dx$ in (5) stretch, and $D$ is multiplied by $(1+\epsilon)^2$. A common factor on all concentrations cancels in $D$ but attaches each value to the wrong $c$.

At the plateaus themselves (5) becomes zero divided by zero, so the ends of the curve should not be reported.

**Q.** A furnace also has to heat up and cool down. Your $D$ then depends on time.

**A.** If temperature multiplies the whole function by one factor, $D=D(c)g(t)$, define $\tau=\int_0^t g\,dt'$. Then $c_t=g\,c_\tau$, the factor $g$ cancels, and (1) is recovered with $\tau$ as time. So $t$ in (5) is replaced by $\tau$. For ramps of 50 K/min over 150 K on each side of the soak, with a rough activation energy of 4 eV, the effective time is 1879 s. Using the soak time of 1800 s instead makes $D$ too large by 4.4 %, since $1879/1800=1.044$. The value 4 eV is close to that of $D_-$ alone. In $D(c)$ this term is divided by $n_i$, which also rises with temperature, and common literature values for arsenic give an effective activation energy of 3.3 to 3.5 eV, an effective time near 1890 s and an error near 5 %. The single factor $g$ holds the shape of $D(c)$ fixed during the ramps. In reality $n_i$ and the two defect terms vary differently with temperature, and $g$ is then an approximation.

**Q.** How far is all this from real arsenic-doped silicon?

**A.** The structure is a thick test layer, much deeper than a modern shallow junction, and the parameters are rough. Some neglected effects alter the value of $D$ but leave it a function of $c$. The one I sized is electron degeneracy: at $10^{20}$ cm⁻³, with a rough effective mass and $n_i$ held fixed, Fermi–Dirac statistics raise the model's $D$ by roughly 20 % (17 to 22 % for a conduction-band density of states between 2.8 and $2.5\times10^{20}$ cm⁻³, depending also on how the intrinsic level is fixed). The method would still return the correct effective value; its division into $D_0$, $D_-$ and a field factor would change. A temperature 5 K higher than believed raises $D$ by about 15 % for 4 eV, and by 12 to 13 % for 3.3 to 3.5 eV.

Other assumptions hold well for these numbers. The charge imbalance estimated from the final profile is at most about 1 % of $c$ between 0.05 and $0.95\times10^{20}$ cm⁻³, and it changes the flux there by about 0.2 %. It is larger earlier, about 4 % at 450 s, and neutrality fails in the first seconds, while the profile is still as steep as the Debye length of one to a few nanometres. Dopants occupy 0.2 % of lattice sites, so I neglect volume change. In the calculation no dopant leaves through the surface, and the concentration there has changed by less than one part in a million, so the layer is effectively infinite; a much longer anneal would end that. A real wafer needs a cap that keeps the arsenic in. If the arsenic could escape freely, a depletion of 1 % would reach more than 200 nm deep in this anneal. It would run into the profile spreading from the interface, and a rounded maximum slightly below $c_L$ would replace the flat upper plateau.

I have not sized clustering or excess point defects. Clusters in instantaneous local equilibrium keep the effective $D$ a function of total concentration, and the method survives. Clusters that form slowly bring in a time of their own. Implantation damage releases point defects that enhance diffusion for a while; unless that enhancement is the same at every depth and concentration, it cannot be absorbed into $\tau$. In those cases (5) still delivers a curve, but the curve belongs to that one anneal and does not predict the next. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
plateaus cL, cR: 1.0e+20, 1.0e+18 cm^-3
intrinsic density ni: 1.0e+19 cm^-3
input D0, D-: 0.15, 0.10 nm^2/s
temperature: 1273 K; soak: 1800 s
layer thickness: 500 nm; sampling: 4 nm
Matano plane depth: 500.000 nm
Columns: c (1e20 cm^-3), depth (nm), slope (1e17 cm^-3/nm),
  integral (1e20 cm^-3 nm), D found, D input (nm^2/s)
  0.05 590.40 -3.233 4.023 0.3457 0.3455
  0.10 578.50 -5.062 8.223 0.4513 0.4512
  0.20 561.30 -6.312 15.183 0.6682 0.6682
  0.50 513.38 -5.708 26.522 1.2906 1.2906
  0.80 445.43 -3.128 21.351 1.8958 1.8959
  0.95 370.23 -1.074 8.496 2.1970 2.1970
largest error of D found: 0.04 %
Matano/origin-free gap: 1.2e-06 (relative)
D found at c=0.05, 0.95: 3.46e-15, 2.20e-14 cm^2/s
ratio of these two D: 6.36
closed-form profile, largest residual: 5.4e-166 (scaled units)
collapse times: 450 and 1800 s
collapse gap, sharp start: 0.00004 x 1e20 cm^-3
collapse gap, smeared start: 0.01349 x 1e20 cm^-3
Errors of D in %, at c = 0.05 0.10 0.20 0.50 0.80 0.95
  origin off by 2 nm: -1.9 -2.2 -2.5 -3.7 -7.4 -22.1
  initial edge sigma 10 nm: +2.4 +2.4 +2.3 +2.2 +2.1 +2.0
  profiling blur sigma 5 nm: +4.6 +3.1 +1.3 +0.4 +0.3 +0.3
noise 1 %, slope window 40 nm, 400 trials
  median |error| of D at c = 0.2, 0.5, 0.9: 2.6 1.7 8.0 %
ramps: 50 K/min over 150 K; Ea 4.0 eV
effective anneal time: 1879.1 s
D error with effective time: 0.03 % at most
D error with soak time only: 4.40 % mean
D change for +5 K: 15.3 %
conduction-band density Nc: 2.46e+20 cm^-3
degeneracy effect on input D at cL: +21.6 %
largest charge imbalance/c, c=0.05-0.95: 1.02 %
dopant site fraction at cL: 0.20 %
relative concentration change at surface: 2.4e-08
```
